# The waist of a converging ion beam under its own space charge

## A gently converging beam

Consider a round beam of positive ions drifting along $z$ with no applied field. Its edge has radius $R_0$ and moves inward with slope $-s$, where $s>0$. The ions repel one another, so the inward motion slows, stops and reverses. The radius at the turning point, the waist, is $R_m$.

Let the ions have charge $q$, mass $m$ and a common axial speed $v\ll c$, and let the current be $I$. The charge per unit length is $\lambda=I/v$. If the radius varies slowly along the beam, the field is nearly radial, and Gauss's law for a cylinder of radius $R$ gives the edge field

$$2\pi R\,E=\frac{\lambda}{\varepsilon_0}\quad\Rightarrow\quad E=\frac{I}{2\pi\varepsilon_0 vR}.$$

An edge ion obeys $m\,d^2R/dt^2=qE$. At constant $v$, $d/dt=v\,d/dz$. With a prime for $d/dz$,

$$R''=\frac{qE}{mv^2}=\frac{K}{R},\qquad K=\frac{qI}{2\pi\varepsilon_0mv^3}.$$

The dimensionless number $K$ is the perveance meant here, not the ratio $I/V^{3/2}$ that bears the same name.

Suppose that $s^2\ll K$. The edge then moves so little before stopping that its outward acceleration stays close to $K/R_0$. This is the problem of a ball thrown upward: a body with initial speed $s$ and constant deceleration $K/R_0$ travels $s^2/(2K/R_0)$. Hence

$$R_m\simeq R_0\left(1-\frac{s^2}{2K}\right).$$

For stronger convergence this estimate fails, and for $s^2>2K$ it even gives a negative radius. The repulsion grows as $1/R$ during the contraction, and two derivations show that the full result is

$$R_m=R_0\,e^{-s^2/(2K)}.$$

## First derivation: the motion of the edge

Assume that the density is uniform across the beam at $z=0$ and that each ion starts with a slope proportional to its radius, $r'=-sr/R_0$. There is no random transverse motion. A circle of radius $r$ encloses the fraction $r^2/R^2$ of the charge, so the inner field is

$$E(r)=\frac{\lambda r^2/R^2}{2\pi\varepsilon_0r}=\frac{\lambda r}{2\pi\varepsilon_0R^2},\qquad r''=\frac{K}{R^2}\,r.$$

Try $r(z)=xR(z)$, with $x$ fixed for each ion. The equation becomes $xR''=Kx/R$, which holds for every $x$ if $R''=K/R$. The initial conditions agree as well. All radii therefore shrink in the same proportion: the density stays uniform, no paths cross, and all ions stop moving inward at the same $z$.

To integrate the edge equation, multiply it by $2R'$:

$$2R'R''=2K\frac{R'}{R}\quad\Rightarrow\quad\frac{d}{dz}\left(R'^2\right)=\frac{d}{dz}\left(2K\ln R\right).$$

Integration from the start, where $R'^2=s^2$, gives

$$R'^2=s^2+2K\ln\frac{R}{R_0}.$$

The logarithm is negative during contraction. Setting $R'=0$ gives $\ln(R_m/R_0)=-s^2/(2K)$, which is the stated result. Since $R''=K/R>0$, the slope increases throughout, so there is one minimum.

### Where the waist lies

The same equation gives the distance $z_m$ to the waist. Substitute $s^2=2K\ln(R_0/R_m)$ and take the negative root for the inward motion:

$$R'=-\sqrt{2K\ln(R/R_m)}.$$

Let $u^2=\ln(R/R_m)$, so that $R=R_me^{u^2}$ and $dR=2uR_me^{u^2}du$. At the start $u=a$, where $a=s/\sqrt{2K}$; at the waist $u=0$. Then

$$z_m=\int_{R_m}^{R_0}\frac{dR}{\sqrt{2K}\,u}=\frac{2R_m}{\sqrt{2K}}\int_0^ae^{u^2}du.$$

With $R_m=R_0e^{-a^2}$ this becomes

$$z_m=R_0\sqrt{\frac2K}\,D(a),\qquad D(a)=e^{-a^2}\int_0^ae^{u^2}du,$$

where $D$ is the Dawson function. The drift must be at least this long for the beam to reach its waist.

Without repulsion the ions would meet on the axis at the ballistic focus, a distance $R_0/s$ away. The ratio of the two distances is

$$\frac{z_m}{R_0/s}=\sqrt{\frac2K}\,D(a)\,a\sqrt{2K}=2aD(a).$$

For small $a$, $D\simeq a$ and $z_m\simeq R_0s/K$, the stopping distance of the thrown ball. For large $a$ the integral comes mainly from $u$ near $a$, where $u^2-a^2\simeq-2a(a-u)$. Then $D\simeq1/(2a)$, and the waist approaches the ballistic focus.

Now hold $R_0$ and $K$ fixed and vary $s$, as a lens at the entrance would. Differentiating $D$ gives

$$D'(a)=1-2aD(a).$$

The function $D$ rises from zero and tends to zero again at large $a$, so it has a maximum. Wherever $D'=0$, $D''=-2D-2aD'=-2D<0$, so every stationary point is a maximum and there can be just one. It lies at $a=0.924$, where $2aD=1$: the furthest waist falls at the ballistic focus. A weaker lens puts the waist nearer than its ballistic focus. A stronger lens puts it beyond its own ballistic focus, but that focus has moved closer, and the waist is again nearer than the furthest one.

## Second derivation: the energy of a slice

Follow a thin slice of the beam as it travels. In the slender-beam approximation its charges act on one another as long parallel lines. Let line $i$ have charge $\lambda_i$ and mass $\lambda_im/q$ per unit length. Two lines a distance $d_{ij}$ apart repel with force $\lambda_i\lambda_j/(2\pi\varepsilon_0d_{ij})$ per unit length, which follows from the energy

$$W=-\sum_{i<j}\frac{\lambda_i\lambda_j}{2\pi\varepsilon_0}\ln\frac{d_{ij}}{d_0}.$$

The constant length $d_0$ does not affect the force. Because the forces are minus the gradients of $W$, the sum of the transverse kinetic energy $T$ and $W$ is conserved.

Between start and waist every distance shrinks by the factor $R_m/R_0$, so every logarithm changes by the same amount. For many weak lines, $\sum_{i<j}\lambda_i\lambda_j=\tfrac12\left(\lambda^2-\sum_i\lambda_i^2\right)\to\tfrac12\lambda^2$. Therefore

$$W_m-W_0=\frac{\lambda^2}{4\pi\varepsilon_0}\ln\frac{R_0}{R_m}.$$

The initial transverse speed at radius $r$ is $vsr/R_0$. In a uniform disc,

$$\langle r^2\rangle=\frac{1}{\pi R_0^2}\int_0^{R_0}r^2\,2\pi r\,dr=\frac{R_0^2}{2}.$$

The initial kinetic energy per unit length is thus

$$T_0=\frac12\,\frac{\lambda m}{q}\,\frac{v^2s^2}{R_0^2}\,\frac{R_0^2}{2}=\frac{\lambda mv^2s^2}{4q}.$$

At the waist $T=0$, so $T_0=W_m-W_0$. Solving for the logarithm and using $\lambda=I/v$,

$$\ln\frac{R_0}{R_m}=\frac{\pi\varepsilon_0mv^2s^2}{q\lambda}=\frac{\pi\varepsilon_0mv^3s^2}{qI}=\frac{s^2}{2K}.$$

The exponential has a direct meaning here. Compressing the slice by a given factor costs the same energy whatever its radius, so the logarithm of the compression is proportional to the energy supplied, and that energy is proportional to $s^2$.

## What each derivation assumes

Both derivations assume a slender beam, nearly constant axial speed, and no electrons or applied fields. The first uses the linear force at every point of the path, and in return it gives the path and the waist distance. The second compares two states. It needs them to have the same shape and the second to have no transverse motion, but it says nothing about where the waist lies. The linear force of the uniform beam is what guarantees both conditions.

The energy that is conserved belongs to the whole slice. For a single ion, the lost transverse energy need not equal the potential energy gained at constant $v$. An ion on the axis shows this: it has no transverse energy to lose, yet in a grounded pipe of fixed radius the axis potential rises towards the waist by

$$\Delta\phi=\frac{\lambda}{2\pi\varepsilon_0}\ln\frac{R_0}{R_m}=\frac{Kmv^2}{q}\,\frac{s^2}{2K}=\frac{mv^2s^2}{2q}.$$

The ion pays with axial energy, of which it loses the fraction $s^2$. This hardly changes $v$, but it is as large as the transverse energy of an edge ion.

### Other density profiles

The line picture also shows what happens when the profile is not uniform. Define an equivalent edge by $A^2=2\langle r^2\rangle$, which equals $R^2$ for a uniform beam, and let $A'(0)=-s$. In the sum of $\mathbf r_i\cdot\mathbf F_i$, each pair contributes $\lambda_i\lambda_j/(2\pi\varepsilon_0)$, whatever its separation. The total is $\lambda^2/(4\pi\varepsilon_0)$. Division by the mass per unit length $\lambda m/q$ and by $v^2$ gives

$$\langle\mathbf r\cdot\mathbf r''\rangle=\frac{q\lambda}{4\pi\varepsilon_0mv^2}=\frac K2.$$

Differentiate $A^2=2\langle r^2\rangle$ once to get $AA'=2\langle\mathbf r\cdot\mathbf r'\rangle$, and once more to get

$$A'^2+AA''=2\langle r'^2\rangle+K,$$

where $r'^2$ means $|\mathbf r'|^2$. The Schwarz inequality gives $(AA')^2\le4\langle r^2\rangle\langle r'^2\rangle=2A^2\langle r'^2\rangle$, so $A'^2\le2\langle r'^2\rangle$ and hence $A''\ge K/A$. Multiplication by $2A'$, negative during contraction, reverses the inequality:

$$\left(A'^2\right)'\le2K(\ln A)'\quad\Rightarrow\quad0\le A'^2\le s^2+2K\ln\frac{A}{A_0}.$$

So $A\ge A_0e^{-s^2/(2K)}$. Within this model the formula is a lower bound for the equivalent edge of any profile, and the uniform laminar beam attains it.

## When emittance matters

Random transverse motion makes the Schwarz inequality strict. Measure it by the edge emittance $\epsilon$:

$$\epsilon^2=4\left(\langle r^2\rangle\langle r'^2\rangle-\langle\mathbf r\cdot\mathbf r'\rangle^2\right)=A^2\left(2\langle r'^2\rangle-A'^2\right).$$

For a round beam this is four times the rms emittance in one transverse plane. Suppose that the density stays uniform, so that $A=R$ and $\mathbf r''=\kappa\mathbf r$ with $\kappa=K/R^2$. Then $\epsilon$ is constant, because

$$\frac{(\epsilon^2)'}{4}=2\langle\mathbf r\cdot\mathbf r'\rangle\langle r'^2\rangle+2\kappa\langle r^2\rangle\langle\mathbf r\cdot\mathbf r'\rangle-2\langle\mathbf r\cdot\mathbf r'\rangle\left(\langle r'^2\rangle+\kappa\langle r^2\rangle\right)=0.$$

The second-derivative equation becomes $R''=K/R+\epsilon^2/R^3$. Multiplying by $2R'$ and integrating as before,

$$R'^2=s^2+2K\ln\frac R{R_0}+\epsilon^2\left(\frac1{R_0^2}-\frac1{R^2}\right).$$

At the waist the left side vanishes. For a small correction put $R=R_m(1+\delta)$. The first two terms then add to $2K\delta$, and to leading order

$$\delta=\frac{\epsilon^2}{2K}\left(\frac1{R_m^2}-\frac1{R_0^2}\right).$$

Emittance is negligible if $\epsilon^2\ll KR_m^2$. Because $R_m$ falls exponentially with $s^2/(2K)$, a strongly converging beam soon violates this condition.

## A boron beam at 10 keV

Take singly charged boron-11 accelerated through $V=10$ kV, with $I=1$ mA, $R_0=20$ mm and $s=50$ mrad. The speed is $v=\sqrt{2qV/m}=4.187\times10^5$ m/s, and the definition of $K$ gives $2.147\times10^{-3}$. Then

$$\frac{s^2}{2K}=\frac{(0.050)^2}{2(2.147\times10^{-3})}=0.582,\qquad R_m=20\,e^{-0.582}=11.2\ \text{mm}.$$

With $a=0.763$ and $D(a)=0.526$,

$$z_m=20\sqrt{\frac{2}{2.147\times10^{-3}}}\times0.526=321\ \text{mm}.$$

The ballistic focus would be at $20/0.050=400$ mm. At this $K$ and $R_0$ the furthest waist is at 330 mm, for a slope of 60.6 mrad, and has a radius of 8.5 mm. No choice of slope puts a waist further away.

As a test, 400 charged cylindrical shells were started with these values and moved in time by Newton's law. They gave a waist of 11.172 mm, as does the formula, at 321.0 mm against 320.9 mm. The same number of shells with an initially parabolic density, $n\propto1-r^2/b^2$, and the same equivalent edge gave a waist 0.27% larger, in accord with the lower bound.

For a rough emittance of 20 mm mrad, $\epsilon^2/(KR_m^2)=1.5\times10^{-3}$, and the waist grows by 0.05%. The potential difference between axis and edge is $\int_0^RE\,dr=\lambda/(4\pi\varepsilon_0)=21.5$ V. Divided by $V=mv^2/(2q)$, it equals $K$. To a pipe of radius 50 mm the difference at the waist is 86 V. If all ions were slowed by that amount, $K$ would rise by 1.3% and the waist by 0.75%. Corrections to the slender-beam approximation come from both the slope and the curvature of the edge. They scale as $s^2$ and as $RR''=K$, which are 0.25% and 0.21% here, and the second remains at the waist, where the slope vanishes. Their numerical factors are not worked out, and the magnetic self-force is $v^2/c^2=2\times10^{-6}$ of the electric one. A larger correction can come from the entrance. The formula assumes that the full radial field acts from $z=0$, but a grounded electrode there weakens it over the first few centimetres. As a simple estimate, suppose that the repulsion were absent over a length $\ell$ and complete after it. The beam would reach $z=\ell$ with radius $R_0-s\ell$ and an unchanged slope, so the waist radius would be smaller by the fraction $s\ell/R_0$, or 2.5% for each centimetre.

## Electrons in a real beam line

The energy and current lie in the rough regime of low-energy ion implanters, whose beams need be neither round nor uniform. The assumption that matters most is the absence of electrons. Ions ionize the residual gas, and the positive beam can trap the electrons. With gas density $n_g$ and cross-section $\sigma$, one ion makes electrons at the rate $n_g\sigma v$, so enough to neutralize the beam appear after about $1/(n_g\sigma v)$ if all are kept. At $10^{-5}$ Torr and 300 K, with a rough and generous $\sigma=10^{-15}$ cm², this time is 74 µs, while an ion reaches the waist in 0.77 µs. Electrons also collect while the current is rising. If the rise takes no more than about a microsecond and the electrons spread evenly through the beam, the unneutralized waist radius thus holds to within about 5% for the first few microseconds after the full current is established, unless electrons from surfaces arrive sooner. Charge exchange with the same cross-section would remove about 1% of the ions before the waist.

If trapped electrons cancel a uniform fraction $f$ of the ion charge, the force and hence $K$ are multiplied by $1-f$. Take $f=0.9$ as an illustration, with the other inputs unchanged. The exponent rises tenfold to 5.82, and the formula gives a waist of 0.059 mm. There $\epsilon^2/[K(1-f)R^2]=532$, so the formula no longer applies. The equation with emittance gives 0.63 mm, and an ensemble of 300 particles followed in one plane through the linear self-field gives the same value. That field is imposed. A beam with Gaussian random slopes does not stay uniform near so small a waist, and in its own field the equivalent edge comes out about 1% smaller, near 0.62 mm. Neutralization would therefore shrink the waist from 11.2 mm to about 0.6 mm in this model. Emittance, which hardly mattered before, would then supply most of the outward push at the waist: the term $\epsilon^2/R^3$ is there almost five times $K(1-f)/R$. The remaining space charge still matters, since it slows the ions on the way in; without it the waist would be 0.40 mm. The numerical output below lists the values to more digits.

## Numbers as computed

```
ion mass: 11.009 u
accelerating voltage: 10.0 kV
beam current: 1.00 mA
initial radius R0: 20.0 mm
inward slope s: 50.0 mrad
ion speed: 4.1867e+05 m/s
perveance K: 2.1467e-03 (dimensionless)
exponent s^2/(2K): 0.5823 (dimensionless)
a = s/sqrt(2K): 0.7631 (dimensionless)
Dawson D(a): 0.5257 (dimensionless)
waist radius, formula: 11.172 mm
waist radius, shell simulation: 11.172 mm
waist distance, formula: 320.9 mm
waist distance, shell simulation: 321.0 mm
ballistic focal length R0/s: 400.0 mm
a for furthest waist: 0.9241 (dimensionless)
slope for furthest waist: 60.55 mrad
furthest waist distance: 330.3 mm
waist radius at that slope: 8.514 mm
edge emittance, rough: 20.0 mm mrad
e^2/(K Rm^2): 1.493e-03 (dimensionless)
waist change from emittance: 0.051 %
axis-to-edge potential: 21.47 V
pipe radius: 50.0 mm
axis-to-pipe potential at waist: 85.8 V
K change if all ions slowed so: 1.30 %
waist change from that K: 0.75 %
parabolic profile, rms waist change: 0.27 %
finite-slope size s^2: 0.250 %
magnetic/electric self-force: 1.95e-06 (ratio)
gas pressure: 1.0e-05 Torr
gas temperature: 300 K
rough gas cross-section: 1.0e-15 cm2
gas neutralization time: 74.2 us
transit time to waist: 0.767 us
charge-exchange loss to waist: 1.03 %
neutralized fraction f: 0.90 (dimensionless)
K(1-f): 2.1467e-04 (dimensionless)
exponent at f: 5.823 (dimensionless)
waist at f, no emittance: 0.0592 mm
waist at f, with emittance: 0.6278 mm
waist at f, particle ensemble: 0.6278 mm
e^2/(K(1-f) R^2) at formula waist: 532.0 (dimensionless)
```
